# Phase error of a Sawyer-Tower circuit loaded by an oscilloscope: verification in Python

```python
"""
Result under test: in a Sawyer-Tower circuit the apparent charge Cs*Vs of a
linear sample leads the true charge by phi = arctan(1/(w*R*Cs)), because the
oscilloscope resistance R drains the sense capacitor Cs.
Symbols: Cx sample capacitance, Vx sample voltage, Vs sense voltage,
Vin = Vx + Vs drive voltage, w = 2*pi*f, G sample loss conductance.
Phases are leads for the time factor exp(+i*w*t). SI units inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad


def simulate(f, R, Cs, Cx, G=0.0, V0=1.0, n=2000):
    """Integrate the circuit in time; return one late period of Vin, Vx, Vs."""
    w = 2 * np.pi * f
    tau = (Cs + Cx) / (1 / R + G)
    periods = int(np.ceil(30 * tau * f)) + 1

    def rate(t, y):
        vin = V0 * np.cos(w * t)
        dvin = -V0 * w * np.sin(w * t)
        return [(Cx * dvin + G * (vin - y[0]) - y[0] / R) / (Cs + Cx)]

    t = (periods + np.arange(n) / n) / f
    sol = solve_ivp(rate, (0, (periods + 1) / f), [0.0], method="DOP853",
                    t_eval=t, rtol=1e-9, atol=1e-13, max_step=1 / (20 * f))
    assert sol.success
    vin = V0 * np.cos(w * t)
    vs = sol.y[0]
    return t, vin, vin - vs, vs


def phasor(t, v, f):
    return 2 * np.mean(v * np.exp(-2j * np.pi * f * t))


def lead_deg(t, a, b, f):
    """Phase by which waveform a leads waveform b, in degrees."""
    return np.degrees(np.angle(phasor(t, a, f) / phasor(t, b, f)))


def loop_area(x, y):
    """Signed area of a closed loop, positive when run counterclockwise."""
    return 0.5 * np.sum(x * np.roll(y, -1) - np.roll(x, -1) * y)


def phi_formula(f, R, C):
    return np.degrees(np.arctan(1 / (2 * np.pi * f * R * C)))


# Circuit and film (film values are rough typical ones)
f, R, Cs, V0 = 100.0, 1e6, 10e-9, 1.0
thickness, eps_r, diameter = 10e-9, 20.0, 100e-6
w = 2 * np.pi * f
area = np.pi * diameter**2 / 4
Cx = const.epsilon_0 * eps_r * area / thickness

# Main simulation against the formulas
t, vin, vx, vs = simulate(f, R, Cs, Cx, V0=V0)
phi = phi_formula(f, R, Cs)
phi_drive = phi_formula(f, R, Cs + Cx)
sim_sample = lead_deg(t, vs, vx, f)
sim_drive = lead_deg(t, vs, vin, f)
assert abs(sim_sample - phi) < 1e-4
assert abs(sim_drive - phi_drive) < 1e-4
assert abs(phi - 9.0) < 0.1
Vx0 = abs(phasor(t, vx, f))
Vs0 = abs(phasor(t, vs, f))
Q0 = Cx * Vx0
ratio = Cs * Vs0 / Q0
ph = np.radians(phi)
assert abs(ratio - np.cos(ph)) < 1e-6
Vs_formula = V0 * w * R * Cx / np.hypot(1, w * R * (Cs + Cx))
assert abs(Vs0 / Vs_formula - 1) < 1e-6

# Resistor current relative to capacitor current, from the waveforms
dvs = np.gradient(vs, t, edge_order=2)
current_ratio = np.max(np.abs(vs / R)) / np.max(np.abs(Cs * dvs))
assert abs(current_ratio / np.tan(ph) - 1) < 1e-4

# False loop: orientation, area and charge at the falling zero of Vx
q_app = Cs * vs
area_sim = loop_area(vx, q_app)
area_formula = -np.pi * Vx0 * Q0 * np.sin(ph) * np.cos(ph)
assert area_sim < 0 and abs(area_sim / area_formula - 1) < 1e-4
k = np.where((vx[:-1] > 0) & (vx[1:] <= 0))[0][0]
s = vx[k] / (vx[k] - vx[k + 1])
q_rem = q_app[k] + s * (q_app[k + 1] - q_app[k])
assert abs(q_rem / (-Q0 * np.sin(ph) * np.cos(ph)) - 1) < 1e-4

# Sample size: no effect against Vx, a clear effect against Vin
t2, vin2, vx2, vs2 = simulate(f, R, Cs, Cs)
big_sample = lead_deg(t2, vs2, vx2, f)
big_drive = lead_deg(t2, vs2, vin2, f)
assert abs(big_sample - phi) < 1e-4
assert abs(big_drive - phi_formula(f, R, 2 * Cs)) < 1e-4

# Other frequencies and a larger input resistance
f_one = 1 / (2 * np.pi * R * Cs * np.tan(np.radians(1.0)))
scan = {}
for name, ff, RR in (("10 Hz, 1 Mohm", 10.0, R), ("1000 Hz, 1 Mohm", 1000.0, R),
                     ("100 Hz, 10 Mohm", f, 10 * R), ("one degree", f_one, R)):
    tt, _, xx, ss = simulate(ff, RR, Cs, Cx)
    scan[name] = lead_deg(tt, ss, xx, ff)
    assert abs(scan[name] - phi_formula(ff, RR, Cs)) < 1e-4
assert abs(scan["one degree"] - 1.0) < 1e-4

# Real sample loss reduces the lead and can close the loop
tan_delta = 0.01
t3, _, vx3, vs3 = simulate(f, R, Cs, Cx, G=w * Cx * tan_delta)
lossy_lead = lead_deg(t3, vs3, vx3, f)
assert abs(lossy_lead - (phi - np.degrees(np.arctan(tan_delta)))) < 1e-4
t4, _, vx4, vs4 = simulate(f, R, Cs, Cx, G=w * Cx * np.tan(ph))
closed_fraction = abs(loop_area(vx4, Cs * vs4) / area_sim)
assert closed_fraction < 1e-4

# Neglected effects, with rough assumed inputs
field = Vx0 / thickness
breakdown = 4e8
J_leak = 1e-3                                   # A/m2 at the peak field
J_disp = w * Q0 / area
leak_angle = np.degrees(np.arctan(J_leak / J_disp))
C_cable = 115e-12
cable_shift = phi_formula(f, R, Cs + C_cable) - phi
tolerance_shift = phi_formula(f, R, 0.95 * Cs) - phi
R_gen = 50.0
Z_load = 1 / (1j * w * Cx) + 1 / (1 / R + 1j * w * Cs)
gen_angle = abs(np.degrees(np.angle(Z_load / (Z_load + R_gen))))

# Tunnelling bound: WKB transmission at the Fermi level times electron supply
e, hbar, m0 = const.e, const.hbar, const.m_e
barrier, mass, fermi = 2.0 * e, 0.2 * m0, 5.0 * e
exponent = quad(lambda u: 2 * thickness / hbar
                * np.sqrt(2 * mass * (barrier - e * Vx0 * u)), 0, 1)[0]
closed = (4 * np.sqrt(2 * mass) / (3 * hbar * e * field)
          * (barrier**1.5 - (barrier - e * Vx0)**1.5))
assert abs(exponent / closed - 1) < 1e-8
supply = e * m0 / (2 * np.pi**2 * hbar**3) * fermi * e * Vx0
J_tunnel = supply * np.exp(-exponent)
assert J_tunnel < J_leak < J_disp and field < breakdown

uC = 100.0                                      # C/m2 to uC/cm2
print(f"frequency                            {f:.0f} Hz")
print(f"oscilloscope resistance              {R/1e6:.0f} Mohm")
print(f"sense capacitance                    {Cs*1e9:.0f} nF")
print(f"film thickness                       {thickness*1e9:.0f} nm")
print(f"relative permittivity                {eps_r:.0f}")
print(f"pad diameter                         {diameter*1e6:.0f} um")
print(f"pad area                             {area*1e4:.3e} cm2")
print(f"drive amplitude                      {V0:.2f} V")
print(f"sample capacitance                   {Cx*1e12:.1f} pF")
print(f"Cx/Cs                                {Cx/Cs:.4f}")
print(f"angular frequency                    {w:.2f} rad/s")
print(f"time constant R*Cs                   {R*Cs*1e3:.2f} ms")
print(f"w*R*Cs                               {w*R*Cs:.4f}")
print(f"resistor/capacitor current           {current_ratio:.4f}")
print(f"lead over Vx, formula                {phi:.3f} deg")
print(f"lead over Vx, simulated              {sim_sample:.3f} deg")
print(f"lead over Vin, formula               {phi_drive:.3f} deg")
print(f"lead over Vin, simulated             {sim_drive:.3f} deg")
print(f"apparent/true charge amplitude       {ratio:.4f}")
print(f"sample voltage amplitude             {Vx0:.4f} V")
print(f"sense voltage amplitude              {Vs0*1e3:.2f} mV")
print(f"true charge density amplitude        {Q0/area*uC:.3f} uC/cm2")
print(f"apparent charge density amplitude    {Cs*Vs0/area*uC:.3f} uC/cm2")
print(f"false remanence, Vx falling          {q_rem/area*uC:.3f} uC/cm2")
print(f"false loop area (signed)             {area_sim*1e12:.2f} pJ")
print(f"Cx=Cs: lead over Vx                  {big_sample:.3f} deg")
print(f"Cx=Cs: lead over Vin                 {big_drive:.3f} deg")
print(f"lead at 10 Hz, 1 Mohm                {scan['10 Hz, 1 Mohm']:.2f} deg")
print(f"lead at 1000 Hz, 1 Mohm              {scan['1000 Hz, 1 Mohm']:.3f} deg")
print(f"lead at 100 Hz, 10 Mohm              {scan['100 Hz, 10 Mohm']:.3f} deg")
print(f"frequency for 1 deg lead             {f_one:.0f} Hz")
print(f"assumed sample loss tangent          {tan_delta:.2f}")
print(f"lead with this loss                  {lossy_lead:.3f} deg")
print(f"loss tangent that closes loop        {np.tan(ph):.4f}")
print(f"peak field                           {field/1e8:.3f} MV/cm")
print(f"assumed breakdown field              {breakdown/1e8:.0f} MV/cm")
print(f"displacement current density         {J_disp*1e-4:.2e} A/cm2")
print(f"assumed leakage density              {J_leak*1e-4:.0e} A/cm2")
print(f"phase from leakage                   {leak_angle:.4f} deg")
print(f"assumed barrier, Fermi energy        {barrier/e:.1f}, {fermi/e:.1f} eV")
print(f"assumed tunnelling mass              {mass/m0:.1f} electron masses")
print(f"WKB exponent                         {exponent:.1f}")
print(f"tunnelling supply factor             {supply*1e-4:.1e} A/cm2")
print(f"tunnelling current bound             {J_tunnel*1e-4:.0e} A/cm2")
print(f"assumed cable + scope capacitance    {C_cable*1e12:.0f} pF")
print(f"phase shift from it                  {cable_shift:.3f} deg")
print(f"phase shift if Cs is 5% low          {tolerance_shift:+.3f} deg")
print(f"assumed generator resistance         {R_gen:.0f} ohm")
print(f"phase from generator resistance      {gen_angle:.1e} deg")
print("all assertions hold")
```

Printed output:

```
frequency                            100 Hz
oscilloscope resistance              1 Mohm
sense capacitance                    10 nF
film thickness                       10 nm
relative permittivity                20
pad diameter                         100 um
pad area                             7.854e-05 cm2
drive amplitude                      1.00 V
sample capacitance                   139.1 pF
Cx/Cs                                0.0139
angular frequency                    628.32 rad/s
time constant R*Cs                   10.00 ms
w*R*Cs                               6.2832
resistor/capacitor current           0.1592
lead over Vx, formula                9.043 deg
lead over Vx, simulated              9.043 deg
lead over Vin, formula               8.921 deg
lead over Vin, simulated             8.921 deg
apparent/true charge amplitude       0.9876
sample voltage amplitude             0.9866 V
sense voltage amplitude              13.55 mV
true charge density amplitude        1.747 uC/cm2
apparent charge density amplitude    1.725 uC/cm2
false remanence, Vx falling          -0.271 uC/cm2
false loop area (signed)             -66.02 pJ
Cx=Cs: lead over Vx                  9.043 deg
Cx=Cs: lead over Vin                 4.550 deg
lead at 10 Hz, 1 Mohm                57.86 deg
lead at 1000 Hz, 1 Mohm              0.912 deg
lead at 100 Hz, 10 Mohm              0.912 deg
frequency for 1 deg lead             912 Hz
assumed sample loss tangent          0.01
lead with this loss                  8.470 deg
loss tangent that closes loop        0.1592
peak field                           0.987 MV/cm
assumed breakdown field              4 MV/cm
displacement current density         1.10e-03 A/cm2
assumed leakage density              1e-07 A/cm2
phase from leakage                   0.0052 deg
assumed barrier, Fermi energy        2.0, 5.0 eV
assumed tunnelling mass              0.2 electron masses
WKB exponent                         56.0
tunnelling supply factor             8.0e+10 A/cm2
tunnelling current bound             4e-14 A/cm2
assumed cable + scope capacitance    115 pF
phase shift from it                  -0.101 deg
phase shift if Cs is 5% low          +0.467 deg
assumed generator resistance         50 ohm
phase from generator resistance      2.5e-04 deg
all assertions hold
```
